# Small-q phonons in metals: slow self-consistency and the Kerker factor: test program

```python
# Result under test: in a metal the dielectric matrix eps = 1 - v chi0 at small
# wave vector q has largest eigenvalue kTF^2/q^2 + O(1), which makes simple
# mixing slow or divergent; the Kerker factor Q^2/(Q^2+k0^2), Q = q+G, applied
# to the residual keeps the spectrum bounded for q -> 0.
# Model: planes of Gaussian positive charge, normal to x; electrons are free
# along the planes. Hartree atomic units, Hartree kernel v = 4 pi/Q^2.
# Symbols: g = 2 pi/spacing, D = dn/dmu at fixed potential, kTF^2 = 4 pi D.
# Displacement u*sin(q x) of the planes gives potentials u*dv(Q)*cos(Q x).
import numpy as np
from scipy.optimize import brentq
from scipy.special import expit
from scipy.constants import physical_constants

spacing, width, n0, temp = 4.0, 0.5, 0.025, 0.01
g = 2 * np.pi / spacing
n_k, m_basis, m_resp = 128, 5, 8
tol = 1e-6
bohr_in_angstrom = physical_constants["Bohr radius"][0] * 1e10


def ion_potential(Q):
    return -4 * np.pi * n0 * np.exp(-0.5 * (Q * width) ** 2) / Q ** 2


def plane_occupation(energy, mu):
    # spin-summed Fermi occupation integrated over the in-plane wave vector
    return temp / np.pi * np.logaddexp(0.0, (mu - energy) / temp)


def bands(k, v, n_cells=1):
    top = m_basis * n_cells
    idx = np.arange(-top, top + 1)
    pot = v[idx[:, None] - idx[None, :] + 2 * top]
    kinetic = 0.5 * (k[:, None] + idx * g / n_cells) ** 2
    ham = pot[None] + kinetic[:, :, None] * np.eye(len(idx))
    return np.linalg.eigh(ham)


def k_mesh(n_cells=1):
    count = n_k // n_cells
    return (np.arange(count) - count // 2) * g / n_k


def density(v, n_cells=1):
    energy, c = bands(k_mesh(n_cells), v, n_cells)
    norm = 1.0 / (spacing * n_k)
    mu = brentq(lambda m: norm * plane_occupation(energy, m).sum() - n0,
                -1.0, 3.0, xtol=1e-14)
    occ = plane_occupation(energy, mu)
    dm = norm * ((c * occ[:, None, :]) @ c.transpose(0, 2, 1)).sum(axis=0)
    top = 2 * m_basis * n_cells
    n = np.array([np.trace(dm, offset=-m) for m in range(-top, top + 1)])
    return n, mu, energy


def ground_state(n_cells, amplitude, k0sq, mix):
    top = 2 * m_basis * n_cells
    Q = np.arange(-top, top + 1) * g / n_cells
    Q[top] = 1.0                      # placeholder, this component is zero
    cell = np.arange(n_cells)
    pos = cell * spacing + amplitude * np.sin(2 * np.pi * cell / n_cells)
    structure = np.exp(-1j * np.outer(Q, pos)).mean(axis=1).real
    v_ion = structure * ion_potential(Q)
    coulomb = 4 * np.pi / Q ** 2
    v_ion[top] = coulomb[top] = 0.0   # neutral cell
    factor = Q ** 2 / (Q ** 2 + k0sq)
    v = factor * v_ion
    for step in range(1, 101):
        n, mu, energy = density(v, n_cells)
        residual = v_ion + coulomb * n - v
        if np.abs(residual).max() < 1e-9:
            return v, n, mu, energy, step
        v = v + mix * factor * residual
    raise RuntimeError("ground state not converged")


v_crystal, n_crystal, mu, energy, steps_ground = ground_state(1, 0.0, 0.0, 0.7)


def mean_density(m):
    return plane_occupation(energy, m).sum() / (spacing * n_k)


h = 1e-4
dos = (mean_density(mu + h) - mean_density(mu - h)) / (2 * h)
ktf2 = 4 * np.pi * dos
kf = (3 * np.pi ** 2 * n0) ** (1 / 3)
assert abs(ktf2 / (4 * kf / np.pi) - 1) < 0.2

G = np.arange(-m_resp, m_resp + 1) * g
zero = m_resp                          # position of G = 0


def chi0(q, insulator=False):
    k = k_mesh()
    e1, c1 = bands(k, v_crystal)
    e2, c2 = bands(k + q, v_crystal)
    if insulator:                      # lowest band filled, all others empty
        f1, f2 = np.zeros_like(e1), np.zeros_like(e2)
        f1[:, 0] = f2[:, 0] = n0 * spacing
    else:
        f1, f2 = plane_occupation(e1, mu), plane_occupation(e2, mu)
    de = e1[:, :, None] - e2[:, None, :]
    df = f1[:, :, None] - f2[:, None, :]
    close = np.abs(de) < 1e-6
    middle = 0.5 * (e1[:, :, None] + e2[:, None, :])
    slope = -expit((mu - middle) / temp) / np.pi
    if insulator:
        slope = np.zeros_like(slope)
    quotient = np.where(close, slope, df / np.where(close, 1.0, de))
    size = c1.shape[1]
    rho = []
    for s in range(-m_resp, m_resp + 1):
        a = c1[:, max(0, -s):size - max(0, s), :]
        b = c2[:, max(0, s):size - max(0, -s), :]
        rho.append((a.transpose(0, 2, 1) @ b).ravel())
    rho = np.array(rho)
    return (rho * quotient.ravel()) @ rho.T / (spacing * n_k)


def kerker(Q, k0sq):
    return Q ** 2 / (Q ** 2 + k0sq)


def spectrum(matrix):
    values = np.linalg.eigvals(matrix)
    assert np.abs(values.imag).max() < 1e-6 * np.abs(values).max()
    return np.sort(values.real)


def mixing_count(matrix, rhs, solution):
    ev = spectrum(matrix)
    alpha = 2 / (ev[0] + ev[-1])
    x, size = np.zeros_like(rhs), np.linalg.norm(solution)
    for step in range(1, 200001):
        x = x + alpha * (rhs - matrix @ x)
        if np.linalg.norm(x - solution) < tol * size:
            return step
    raise RuntimeError("mixing not converged")


def krylov_count(matrix, rhs, solution):
    # minimal residual in the growing Krylov space
    basis = [rhs / np.linalg.norm(rhs)]
    for step in range(1, len(rhs) + 1):
        V = np.array(basis).T
        y = np.linalg.lstsq(matrix @ V, rhs, rcond=None)[0]
        if np.linalg.norm(V @ y - solution) < tol * np.linalg.norm(solution):
            return step
        w = matrix @ basis[-1]
        for _ in range(2):
            w = w - V @ (V.T @ w)
        basis.append(w / np.linalg.norm(w))
    return len(rhs)


fx = -(3 / np.pi) ** (1 / 3) / 3 * n0 ** (-2 / 3)   # exchange kernel at n0
cells = [4, 8, 16, 32, 64]
rows = []
for n_cells in cells:
    q = g / n_cells
    Q = q + G
    chi = chi0(q)
    coulomb = 4 * np.pi / Q ** 2
    eps = np.eye(len(G)) - coulomb[:, None] * chi
    bare = -Q * ion_potential(Q)
    dv = np.linalg.solve(eps, bare)
    P = kerker(Q, ktf2)
    pe = P[:, None] * eps
    ev, ev_k = spectrum(eps), spectrum(pe)
    ev_x = spectrum(eps - fx * chi)
    rows.append(dict(
        N=n_cells, q=q, Q=Q, eps=eps, bare=bare, dv=dv, dn=chi @ dv, chi=chi,
        low=ev[0], lam=ev[-1], law=1 + ktf2 / q ** 2, kappa=ev[-1] / ev[0],
        klow=ev_k[0], khigh=ev_k[-1], shift=ev_x[-1] - ev[-1],
        plain=mixing_count(eps, bare, dv), kerker=mixing_count(pe, P * bare, dv),
        kry=krylov_count(eps, bare, dv), kry_k=krylov_count(pe, P * bare, dv)))
last, prev = rows[-1], rows[-2]

# growth law of the largest eigenvalue, with a bounded remainder
remainder = [r["lam"] - ktf2 / r["q"] ** 2 for r in rows]
assert abs(last["lam"] / last["law"] - 1) < 2e-3
assert abs(remainder[-1] - remainder[-2]) < 0.3
assert all(r["low"] > 1 - 1e-6 for r in rows)
# iteration counts: quadratic growth without, flat with the Kerker factor
assert 3.3 < last["plain"] / prev["plain"] < 4.5
estimate = 0.5 * last["kappa"] * np.log(1 / tol)
assert 0.4 < last["plain"] / estimate < 1.2
counts = [r["kerker"] for r in rows]
assert max(counts) < 25 and max(counts) - min(counts) <= 4
assert all(r["khigh"] / r["klow"] < 2.5 for r in rows)
# a lone large eigenvalue costs a Krylov solver only a few more steps
assert last["kry"] - last["kry_k"] <= 4
# local exchange shifts the large eigenvalue by a q-independent amount
assert abs(last["shift"] - prev["shift"]) < 0.02 * abs(last["shift"])
assert abs(last["shift"] / (fx * dos) - 1) < 0.3
# electrons follow the ions at long wavelength
follow = last["dn"][zero] / (-n0 * last["q"])
assert abs(follow - 1) < 5e-3

# badly chosen k0^2
kappa_wrong = {}
for scale in (0.25, 4.0):
    e = spectrum(kerker(last["Q"], scale * ktf2)[:, None] * last["eps"])
    kappa_wrong[scale] = e[-1] / e[0]
    assert kappa_wrong[scale] < 8

# factor built from G instead of q+G
P_G = kerker(G, ktf2)
x = np.zeros(len(G))
for _ in range(300):
    x = x + P_G * (last["bare"] - last["eps"] @ x)
follow_G = (last["chi"] @ x)[zero] / (-n0 * last["q"])
assert np.all(np.isfinite(x)) and abs(follow_G - 1) > 0.1
P_one = P_G.copy()
P_one[zero] = 1.0
lam_one = spectrum(P_one[:, None] * last["eps"])[-1]
assert lam_one > 0.5 * last["lam"]

# insulator with the same bands: eps bounded, Kerker factor harmful
ins = []
for r in (prev, last):
    e = np.eye(len(G)) - (4 * np.pi / r["Q"] ** 2)[:, None] * chi0(r["q"], True)
    ins.append((spectrum(e)[-1],
                spectrum(kerker(r["Q"], ktf2)[:, None] * e)[0]))
assert abs(ins[1][0] / ins[0][0] - 1) < 0.15
assert 3.2 < ins[0][1] / ins[1][1] < 4.8

# supercell of eight cells: one real mixing step on a slightly wrong potential
row8 = rows[cells.index(8)]
top8 = 2 * m_basis * 8
v_super = np.zeros(2 * top8 + 1)
v_super[::8] = v_crystal
delta, alpha = 1e-5, 0.7
v_wrong = v_super.copy()
v_wrong[[top8 - 1, top8 + 1]] += delta
n_wrong = density(v_wrong, 8)[0]
new_error = delta + alpha * (4 * np.pi / row8["q"] ** 2 * n_wrong[top8 + 1]
                             - delta)
growth = new_error / delta
growth_formula = 1 - alpha * row8["eps"][zero, zero]
assert abs(growth / growth_formula - 1) < 1e-3

# supercell with displaced planes, full nonlinear solution
u = 0.01
_, n_frozen, _, _, steps_super = ground_state(8, u, ktf2, 0.9)
side = np.arange(-2, 3)
frozen = n_frozen[top8 + 1 + 8 * side] / (u / 2)
linear = row8["dn"][zero + side]
mismatch = np.abs(frozen - linear).max() / np.abs(linear).max()
assert mismatch < 1e-3

print(f"plane spacing {spacing} bohr, Gaussian width {width} bohr")
print(f"mean density {n0} bohr^-3, smearing {temp} hartree")
print(f"k points {n_k}, plane waves {2*m_basis+1}, response G {len(G)}")
print(f"shortest reciprocal vector g = {g:.4f} bohr^-1")
print(f"Fermi level mu = {mu:.4f} hartree")
print(f"D = dn/dmu = {dos:.5f} hartree^-1 bohr^-3")
print(f"kTF^2 = {ktf2:.4f} bohr^-2 (jellium {4*kf/np.pi:.4f})")
print(f"kTF = {ktf2**0.5:.4f} bohr^-1"
      f" = {ktf2**0.5/bohr_in_angstrom:.3f} angstrom^-1")
print(f"ground state, one cell, plain mixing 0.7: {steps_ground} steps")
print("N | q (bohr^-1) | largest eigenvalue | 1+kTF^2/q^2 | remainder")
for r, rem in zip(rows, remainder):
    print(f"{r['N']:2d} | {r['q']:.5f} | {r['lam']:.3f} | {r['law']:.3f}"
          f" | {rem:.3f}")
print(f"steps to relative error {tol:.0e} in dv, best fixed mixing:")
print("N | plain | Kerker | Kerker eigenvalues low, high")
for r in rows:
    print(f"{r['N']:2d} | {r['plain']} | {r['kerker']}"
          f" | {r['klow']:.3f}, {r['khigh']:.3f}")
print(f"N=64: smallest plain eigenvalue {last['low']:.4f}")
print(f"N=64: plain mixing limit 2/lambda_max = {2/last['lam']:.3e}")
print(f"N=64: estimate (kappa/2) ln(1/tol) = {estimate:.0f} steps")
print(f"N=64: plain steps ratio to N=32 = {last['plain']/prev['plain']:.3f}")
print(f"N=64: Krylov steps plain {last['kry']}, Kerker {last['kry_k']}")
print(f"N=64: exchange shift of eigenvalue {last['shift']:.4f}")
print(f"      f_x*D = {fx*dos:.4f}")
print(f"N=64: dn(q)/(-n0 q) = {follow:.5f}")
print(f"N=64: condition number, k0^2 = kTF^2/4: {kappa_wrong[0.25]:.2f}")
print(f"N=64: condition number, k0^2 = 4 kTF^2: {kappa_wrong[4.0]:.2f}")
print(f"factor from G only: dn(q)/(-n0 q) stalls at {follow_G:.4f}")
print(f"factor from G, set to 1 at G=0: eigenvalue {lam_one:.1f}")
print(f"insulator, largest eigenvalue N=32, 64: {ins[0][0]:.3f}, {ins[1][0]:.3f}")
print(f"insulator, lowest Kerker eigenvalue N=32: {ins[0][1]:.3e}")
print(f"insulator, lowest Kerker eigenvalue N=64: {ins[1][1]:.3e}")
print(f"N=8 supercell, mixing {alpha}: error factor {growth:.4f}")
print(f"      1 - alpha*eps_00 = {growth_formula:.4f}")
print(f"N=8 displaced by {u} bohr, Kerker: {steps_super} steps")
print(f"dn(q) per displacement, frozen: {frozen[2]:.6e} bohr^-4")
print(f"dn(q) per displacement, linear: {linear[2]:.6e} bohr^-4")
print(f"largest relative mismatch over five Q: {mismatch:.1e}")
print("verified")
```

Output:

```
plane spacing 4.0 bohr, Gaussian width 0.5 bohr
mean density 0.025 bohr^-3, smearing 0.01 hartree
k points 128, plane waves 11, response G 17
shortest reciprocal vector g = 1.5708 bohr^-1
Fermi level mu = 0.3986 hartree
D = dn/dmu = 0.08612 hartree^-1 bohr^-3
kTF^2 = 1.0822 bohr^-2 (jellium 1.1518)
kTF = 1.0403 bohr^-1 = 1.966 angstrom^-1
ground state, one cell, plain mixing 0.7: 12 steps
N | q (bohr^-1) | largest eigenvalue | 1+kTF^2/q^2 | remainder
 4 | 0.39270 | 8.079 | 8.017 | 1.062
 8 | 0.19635 | 28.902 | 29.070 | 0.832
16 | 0.09817 | 112.853 | 113.279 | 0.574
32 | 0.04909 | 449.662 | 450.116 | 0.546
64 | 0.02454 | 1797.007 | 1797.465 | 0.543
steps to relative error 1e-06 in dv, best fixed mixing:
N | plain | Kerker | Kerker eigenvalues low, high
 4 | 53 | 6 | 0.822, 1.083
 8 | 186 | 7 | 0.808, 1.085
16 | 702 | 6 | 0.817, 1.086
32 | 2750 | 6 | 0.821, 1.086
64 | 10930 | 6 | 0.822, 1.087
N=64: smallest plain eigenvalue 1.0000
N=64: plain mixing limit 2/lambda_max = 1.113e-03
N=64: estimate (kappa/2) ln(1/tol) = 12413 steps
N=64: plain steps ratio to N=32 = 3.975
N=64: Krylov steps plain 5, Kerker 5
N=64: exchange shift of eigenvalue -0.3472
      f_x*D = -0.3306
N=64: dn(q)/(-n0 q) = 0.99938
N=64: condition number, k0^2 = kTF^2/4: 4.08
N=64: condition number, k0^2 = 4 kTF^2: 4.03
factor from G only: dn(q)/(-n0 q) stalls at 0.0297
factor from G, set to 1 at G=0: eigenvalue 1797.0
insulator, largest eigenvalue N=32, 64: 10.797, 11.211
insulator, lowest Kerker eigenvalue N=32: 2.127e-02
insulator, lowest Kerker eigenvalue N=64: 5.526e-03
N=8 supercell, mixing 0.7: error factor -19.2141
      1 - alpha*eps_00 = -19.2141
N=8 displaced by 0.01 bohr, Kerker: 11 steps
dn(q) per displacement, frozen: -4.718639e-03 bohr^-4
dn(q) per displacement, linear: -4.718642e-03 bohr^-4
largest relative mismatch over five Q: 2.7e-05
verified
```
